# The MOSFET Y-Function: Low-Field Mobility Without Attenuation or Series Resistance, part 2

The Y-function extracts the mobility parameter $\mu_0$ and threshold voltage $V_T$ of an n-channel silicon transistor from a gate sweep at small, fixed drain voltage $V_D$. Source terminal and body are grounded. $I$ is the drain current, $V_G$ the gate voltage, and

$$Y=\frac{I}{\sqrt{g_m}},\qquad g_m=\frac{dI}{dV_G}.$$

The channel has width $W$ and length $L$, with position $y$ running from source to drain. $V$ is the channel potential, $m$ the body factor and $C$ the gate-to-inversion-layer capacitance per area, taken as constant. The strong-inversion charge per area is $Q(V)=C\,(V_G-V_T-mV)$, where the bracket is the local overdrive $q$. This law takes the surface potential as $\psi_s=\psi_0+V$, with $\psi_0$ independent of gate voltage.

The mean overdrive is $x=V_G-V_T-mV_D/2$ and the gain factor $\beta=\mu_0CW/L$. Mobility follows $\mu=\mu_0/(1+\theta_0u)$, where $\theta_0$ is the attenuation coefficient and $u$ the overdrive averaged over the channel. Source and drain resistances $R_S$ and $R_D$ add to $R=R_S+R_D$; if they are equal, $u=x$. With $\theta=\theta_0+\beta R$, the earlier results are

$$\frac{V_D}{I}=\frac1{\beta x}+\frac{\theta_0}{\beta}+R,\qquad
\frac1{Y^2}=-\frac{d}{dV_G}\frac1I,\qquad Y=Sx,\quad S=\sqrt{\beta V_D},$$

and $g_m=S^2/(1+\theta x)^2$. The second relation is an identity; the others assume constant, equal $R_S$ and $R_D$. A straight-line fit of $Y$ against $V_G$ gives $\beta$ from its slope $S$, then $\mu_0=\beta L/(WC)$; its zero crossing is $V_T+mV_D/2$.

The example has $W=10$ µm, $L=1$ µm, $C=1.480$ µF/cm², $V_T=0.40$ V, $m=1.2$, $V_D=20$ mV, $\mu_0=350$ cm²/Vs, $\theta_0=0.30$ V⁻¹ and $R=50$ Ω, hence $\beta=5.18$ mA/V² and $\theta=0.559$ V⁻¹. A length series uses $L=1.00$, 0.50 and 0.25 µm with the same $\mu_0$, $\theta_0$ and $R$.

### What the other mobilities would have said

Without the Y-function one might divide the current by the charge and the applied drain voltage, or do the same with the transconductance. The two apparent mobilities are

$$\frac{IL}{WCV_Dx}=\frac{\mu_0}{1+\theta x},\qquad
\frac{g_mL}{WCV_D}=\frac{\mu_0}{(1+\theta x)^2}.$$

At $x=0.50$ V they are $350/1.2795=273.5$ and $350/1.637=213.8$ cm²/Vs. Both tend to $\mu_0$ as $x\to0$, but the strong-inversion charge law fails there.

The peak of $g_m$ shows the consequence. To describe the onset of inversion I replace a local overdrive $q$ by $m\phi_t\ln[1+\exp(q/m\phi_t)]$, where $\phi_t=k_BT/e$ is about 26 mV at 300 K. This tends to $q$ well above threshold and to an exponential below. The peak of $g_m$ then corresponds to 301.5, 286.9 and 263.7 cm²/Vs for the three lengths in descending order. The apparent mobility falls as the channel gets shorter, although $\mu_0$ is the same in all three. The strong-inversion Y-fit returns 350 cm²/Vs for each.

### First bend: second-order attenuation

At high fields scattering by interface roughness can make the mobility fall faster. Let the mobility denominator be $1+\theta_0x+\theta_2x^2$. Dividing it by $\beta x$,

$$\frac{V_D}{I}=\frac1{\beta x}+\frac{\theta_0}\beta+R+\frac{\theta_2x}{\beta}.$$

The last term is not constant and survives differentiation. Minus the derivative is $1/(\beta x^2)-\theta_2/\beta$, which equals $V_D/Y^2$. Hence

$$Y=\frac{Sx}{\sqrt{1-\theta_2x^2}},\qquad \frac{dY}{dx}=\frac{S}{(1-\theta_2x^2)^{3/2}}.$$

The line bends upwards. The extra scattering lowers the current, but it lowers $\sqrt{g_m}$ by a larger factor, and the quotient rises. The formula ends at $\theta_2x^2=1$, where $g_m$ vanishes and the current has its maximum.

The gain factor read from the local slope is too large by the factor $(1-\theta_2x^2)^{-3}\approx1+3\theta_2x^2$. With $\theta_2=0.10$ V⁻², the full factor gives an excess of about 3 % at $x=0.3$ V and 22 % at 0.8 V. A straight fit over the whole window overestimates $\mu_0$ by 10.2 %. All errors of $\mu_0$ below are likewise relative to the input of 350 cm²/Vs, and unless stated otherwise they refer to $L=1$ µm and a fit from $x=0.3$ to 0.8 V.

There is a remedy if curvature is seen. Since $1/Y^2=1/(S^2x^2)-\theta_2/S^2$, a plot of $1/Y^2$ against $1/x^2$ is straight and has slope $1/S^2$. It needs a threshold voltage that has not been biased by the same curvature. With the threshold taken from the straight fit, the error of $\mu_0$ in this example is not reduced.

### Second bend: Coulomb scattering

Charged centres scatter less as the inversion layer becomes denser and screens them. A simple form adds $c/x$ to the mobility denominator. The total resistance gains $c/(\beta x^2)$, whose negative derivative is $2c/(\beta x^3)$, so that

$$Y=\frac{Sx}{\sqrt{1+2c/x}}\approx S\left(x-c+\frac{3c^2}{2x}\right)\qquad(c\ll x).$$

To leading order the line is shifted, not tilted. For $c=20$ mV the fitted threshold moves by 17.8 mV. The last term explains the missing two millivolts: a tangent at $x$ meets the axis at $c-3c^2/x$, which is 17.6 mV for $x=0.5$ V. The error of $\mu_0$ is $-0.4$ %.

This shows what "low-field mobility" means. In this model the true mobility goes to zero as $x\to0$, while the extraction returns nearly the $\mu_0$ from which Coulomb scattering has been left out. The result is a parameter of the strong-inversion law.

### A disturbance that does not bend the line

If the gate also acts on the regions next to the channel, the series resistance falls with gate voltage. Take $R\to R+\lambda/x$, shared equally between source and drain. Then

$$\frac{V_D}{I}=\left(\frac1\beta+\lambda\right)\frac1x+\frac{\theta_0}{\beta}+R,
\qquad \frac1{\beta_{app}}=\frac1\beta+\lambda.$$

The added part has the same gate dependence as the channel and is counted as channel. $Y$ stays straight, and no inspection of its shape reveals the error. This holds exactly only if the regions next to the channel have the same threshold as the channel itself. With a different threshold the line bends slightly and the size of the error changes. With $\lambda=5$ Ω V, $\beta\lambda=0.0259$, and the mobility comes out low by the factor $1/1.0259$, or 2.5 %. At $L=0.25$ µm, $\beta\lambda$ is four times larger and the error is 9.4 %.

A length series helps in part, since $1/\beta_{app}=L/(\mu_0WC)+\lambda$ is a line in $L$ whose slope is free of $\lambda$ if $\mu_0$ does not vary with length. Its intercept does not identify $\lambda$ by itself, because a constant error in $L$ would also produce one.

### Unequal resistances

Let $a=m(R_S-R_D)/2$. The mean overdrive is now $u=x-aI$, and the current is $I=\beta V_Du/(1+\theta u)$. Write $g_0=\beta V_D/(1+\theta u)^2$ for its derivative with respect to $u$. By the chain rule $g_m=g_0(1-ag_m)$, hence

$$g_m=\frac{g_0}{1+ag_0},\qquad Y=Su\sqrt{1+ag_0}.$$

To first order in $a$, $Y/S=x-aI+axg_0/2$, with $I$ and $g_0$ evaluated at $u=x$. The slope requires $d(xg_0)/dx=g_0(1-\theta x)/(1+\theta x)$, and its relative error is

$$-ag_0+\frac{ag_0}{2}\,\frac{1-\theta x}{1+\theta x}=-ag_0\,\frac{1+3\theta x}{2(1+\theta x)}.$$

For $R_S-R_D=20$ Ω, $a=12$ Ω and $ag_0=7.6\times10^{-4}$ at $x=0.5$ V. The slope error is $-0.055$ %, and since $\beta\propto S^2$ the mobility error is twice that, $-0.11$ %, as the fit also finds. The effect is proportional to $V_D$ at small bias. It changes sign when source and drain are exchanged, so the mean of both orientations removes it to this order.

### Drain field, gate step and fit window

Velocity saturation is modelled by adding $\mu_0v/(Lv_{sat})$ to the mobility denominator, where $v=V_D-IR$ is the voltage along the channel and $v_{sat}=10^7$ cm/s. If $v$ were fixed at $V_D$, the gain factor would drop by about $\mu_0V_D/(Lv_{sat})=350\times0.020/(10^{-4}\times10^7)=0.70$ %. The fit gives $-0.65$ %. The scale grows as $V_D/L$, so a shorter device needs a smaller drain bias.

A measured transconductance is a finite difference. For gate steps $\pm h$, putting the two currents over a common denominator leaves

$$(x+h)[1+\theta(x-h)]-(x-h)[1+\theta(x+h)]=2h$$

in the numerator, because both products with $\theta$ equal $\theta(x^2-h^2)$. Dividing by $2h$,

$$g_m^{(h)}=\frac{\beta V_D}{(1+\theta x)^2-\theta^2h^2}.$$

Even $h=50$ mV changes the extracted mobility by no more than 0.03 %. Small steps have a cost of their own: if each current has an independent error $\sigma$, the central difference has the error $\sqrt{2}\,\sigma/(2h)=\sigma/(\sqrt2\,h)$.

The lower end of the fit matters more. With the smooth charge law above, the window from 0.3 to 0.8 V gives an error of $-0.003$ %, while a fit from 0.05 to 0.30 V gives $-6.7$ %. To leading order in $V_D$, $Y=Sq/\sqrt{dq/dx}$, where $q$ is now the smoothed overdrive. Near threshold $q>x$ and $dq/dx<1$. Both raise the low end of the line and flatten it.

The very small error of the upper window belongs to this smooth law, which soon becomes $q=x$. A real surface potential does not stop rising in strong inversion. With classical statistics it gains between $\phi_t$ and $2\phi_t$ for each factor e in inversion charge, so $d\psi_s/dq$ lies between $\phi_t/q$ and $2\phi_t/q$, or 5 to 10 % at $q=0.5$ V. Since $dV_G/dq=1+m\,d\psi_s/dq$, the charge gained per gate volt is then roughly 6 to 11 % smaller than $C$. The slope of $Y$ falls by a similar amount, and the extracted $\mu_0$ by about twice as much if $C$ is kept at its nominal value. This error is not included in the fits here. The estimate gives only a scale, for two reasons. The classical rise of $\psi_s$ already contains the finite depth of the inversion charge, which $C$ also allows for when a charge centroid is included, so the two corrections overlap: for a purely classical layer the 6 to 11 % would be counted from the oxide capacitance, not from $C$. And at these charge densities the classical electron concentration at the surface is of order $10^{20}$ cm⁻³, above the effective density of states of the conduction band, so the real layer is quantised and partly degenerate.

### Everything at once

Apply together second-order attenuation, Coulomb scattering, both resistance effects, velocity saturation, local mobility variation and the weak-inversion tail. The fit returns $\mu_0=368.5$ cm²/Vs, an error of $+5.3$ %, and $V_T=0.431$ V instead of 0.400 V.

The separate errors add up to about $+6.5$ %, so they are not independent. Much of the difference comes from the two scattering terms. With both present the root is $\sqrt{1+2c/x-\theta_2x^2}$, and its reciprocal, expanded to second order, contains the cross term $-\tfrac32c\theta_2x$. It contributes $-\tfrac32c\theta_2x^2$ to $Y/S$ and $-3c\theta_2x=-0.3$ % to the slope at $x=0.5$ V, hence $-0.6$ % to the mobility. Most of the rest, about $-0.5$ %, comes from second-order attenuation acting together with the gate-dependent resistance: $V_D/Y^2=(1/\beta+\lambda)/x^2-\theta_2/\beta$, so $\lambda$ scales the result down and also weakens the curvature.

The threshold error has two main parts. Coulomb scattering gives 18 mV. For second-order attenuation, the tangent to $x+\theta_2x^3/2$ meets the axis near $\theta_2x^3$, which is 12 mV at 0.5 V. This grows steeply with $x$, and the straight fit over the whole window gives 16 mV. The two parts add to 34 mV, and the cross terms lower the total to 31 mV. The moderate total error in $\mu_0$ results from a large positive part and several negative ones. Other strengths of the same disturbances would balance differently.

### Beside a real transistor

The parameters are rough values for a bulk silicon nMOSFET with a 2 nm oxide at 300 K. A mobility of a few hundred cm²/Vs is ordinary for such a channel, and 50 Ω at 10 µm width, or 500 Ω µm, is a plausible resistance, though high for a strongly scaled device. The strengths $\theta_2$, $c$ and $\lambda$ are assumed, and the errors above are sizes for this example.

The capacitance deserves as much care as the slope. I place the inversion charge 1 nm below the interface, which adds $1\times3.9/11.7=0.33$ nm of equivalent oxide. In a real layer of this density the mean distance can be nearer 1.5 nm, and the correction is then larger. The capacitance falls from 1.727 to 1.480 µF/cm². Using the oxide value would make the mobility $2/2.333=0.857$ of its true value, an error of $-14$ %, larger than the errors computed for the fits from 0.3 to 0.8 V. The slow rise of the surface potential, estimated above but not fitted, can be of similar size; it is partly the same effect as the depth of the charge, and the two corrections should not simply be added. A measured gate-to-channel capacitance replaces the assumed $C$, but it removes only about half of the error from the surface potential: the reduced charge gain enters $S^2$ twice and the capacitance once. The model also holds $C$ constant during the sweep, and the effect of a moving charge centroid has not been calculated.

At $x=0.8$ V the inversion density is $7.4\times10^{12}$ cm⁻². With an assumed depletion density of $3\times10^{12}$ cm⁻², the oxide field is 4.8 MV/cm, below the roughly 10 MV/cm at which good thin oxide breaks down quickly. A tunnelling estimate multiplies the inversion charge by an attempt rate of $5\times10^{13}$ s⁻¹ and a semiclassical transmission through a 3.1 eV barrier with half the free-electron mass. It gives $4\times10^{-3}$ A/cm², or $7\times10^{-6}$ of the drain current. The exponent makes this uncertain by orders of magnitude, but the margin is wide here. It shrinks quickly in thinner oxides, where the assumption of equal current at every $y$ has to be checked again.

For the 1 µm device of this example, with the assumed strengths of the disturbances, the extraction is thus limited less by series resistance than by the capacitance, by the simplified charge law and by the curvature of the mobility law. The full set of values is in the numerical output below.

## Computed results

```
T = 300 K, VD = 20 mV, VT = 0.40 V, m = 1.2
oxide 2.0 nm, charge centroid 1.0 nm
relative permittivity: oxide 3.9, silicon 11.7
C_ox = 1.727, C = 1.480 uF/cm2
W = 10 um, L = 1 um, R = 50 ohm
input mu0 = 350 cm2/Vs, theta0 = 0.30 1/V
beta = 5.1797 mA/V2, beta*R = 0.2590 1/V
theta = 0.5590 1/V, theta0/beta = 57.92 ohm
Terminal data: x (V), VG (V), I (uA), gm (uA/V), Y (1e-3 sqrt(A V))
  0.30 0.712 26.615 75.976 3.0534
  0.50 0.912 40.482 63.279 5.0891
  0.80 1.212 57.266 49.463 8.1425
Y slope = 10.1781 1e-3 sqrt(A/V)
Y intercept on VG axis = 0.4120 V, VT = 0.4000 V
extracted mu0 = 350.00 cm2/Vs, theta = 0.5590 1/V
at x = 0.50 V: mobility from I = 273.5 cm2/Vs
at x = 0.50 V: mobility from gm = 213.8 cm2/Vs
R = 200 ohm and theta0 = 0.6 1/V instead, at the same x:
  I = 28.492 uA, Y = 5.0891 1e-3 sqrt(A V)
L (um), beta (mA/V2), theta (1/V), mu0 from Y, from peak gm (cm2/Vs)
  1.00 5.1797 0.5590 350.00 301.5
  0.50 10.3594 0.8180 350.00 286.9
  0.25 20.7188 1.3359 350.00 263.7
theta against beta: R = 50.000 ohm, theta0 = 0.3000 1/V
Rough disturbances: theta2 = 0.10 1/V2, c = 0.02 V
  lambda = 5.0 ohm V, RS-RD = 20 ohm, vsat = 1e+07 cm/s
Error of mu0 (%), L = 1 um, fit x = 0.3 to 0.8 V:
  second-order attenuation: +10.2385
  Coulomb scattering: -0.4072
  gate-dependent resistance: -2.5245
  unequal resistances: -0.1068
  velocity saturation: -0.6507
  local mobility variation: +0.0009
  weak-inversion tail: -0.0026
  gate step h = 50 mV: -0.0250
  C_ox used instead of C: -14.29
  weak inversion, fit x = 0.05 to 0.30 V: -6.70
velocity scale mu0*VD/(L*vsat) = 0.70 %
Coulomb shift of extracted VT = 17.80 mV
first seven together: mu0 = 368.5 cm2/Vs, error +5.29 %
first seven together: VT = 0.4313 V
N_inv = 7.39e+12, N_dep = 3e+12 1/cm2 at x = 0.8 V
oxide field = 4.82 MV/cm
barrier 3.1 eV, mass 0.5 m_e, attempts 5e+13 1/s
rough leakage = 4.0e-03 A/cm2, gate/drain current = 7.0e-06
```
